# Dipole Resonances of H⁻ below the n = 2 Threshold

## What goes wrong with a polarizability

The long-range potential between an electron and a neutral atom in a spherically symmetric state, separated by a finite energy from every level it couples to by a dipole, is $-\alpha_d/(2r^4)$, where $\alpha_d$ is the static polarizability of the atom. Such a tail holds a finite number of levels below threshold. For hydrogen in $n=2$ this description breaks down at its first step. The polarizability is a second-order sum with energy denominators, and for the 2s state the denominator belonging to 2p is zero in the nonrelativistic atom. The sum is infinite.

The degenerate states must instead be mixed before any perturbation theory is done. The atom then responds to the field $1/r^2$ of the outer electron in first order, as in the linear Stark effect. The resulting energy falls off as $r^{-2}$, the same power as the centrifugal energy, and the competition between the two decides the spectrum.

Hartree atomic units are used. The nucleus is fixed and the Hamiltonian is nonrelativistic. The total orbital angular momentum is $L=0$, and the total spin may be 0 or 1. The threshold is $E_2=-1/8$, and $\varepsilon=E-E_2$.

## The two channels

For $L=0$ both electrons have the same $l$. An atom in $n=2$ therefore offers two channels: 2s with an outer s wave, and 2p with an outer p wave. The reduced radial functions of the atom are

$$\phi_s(r)=\frac{r(1-r/2)e^{-r/2}}{\sqrt2},\qquad \phi_p(r)=\frac{r^2e^{-r/2}}{2\sqrt6}.$$

The angular functions depend on the angle $\theta_{12}$ between the electrons:

$$\mathcal Y_0=\frac1{4\pi},\qquad \mathcal Y_1=\frac{\sqrt3\cos\theta_{12}}{4\pi}.$$

The factor $\sqrt3$ normalizes $\mathcal Y_1$, because the average of $\cos^2\theta_{12}$ over all directions is $1/3$. The wavefunction is

$$\Psi=\frac{\phi_s(r_1)u_s(r_2)\mathcal Y_0+\phi_p(r_1)u_p(r_2)\mathcal Y_1}{r_1r_2}\pm(1\leftrightarrow2),$$

with the upper sign for the singlet.

Project the Schrödinger equation on the atomic functions of electron 1 and write $r=r_2$. The exchanged part of $\Psi$ contributes terms that carry a factor $\phi_s(r)$ or $\phi_p(r)$, so they die exponentially. Outside the atom both spins obey

$$-\tfrac12u_i''+\frac{l_i(l_i+1)}{2r^2}u_i+\sum_jV_{ij}u_j=\varepsilon u_i,\qquad V_{ij}=\Big\langle i\Big|\frac1{r_{12}}-\frac1r\Big|j\Big\rangle .$$

Atomic levels with $n\neq2$ are separated from these channels by finite energies. Their dipole coupling is also of order $r^{-2}$, but it acts in second order and gives a tail of order $r^{-4}$. The open 1s channel has a further effect, decay, which is treated below.

## The coupling and its sign

For $r_1<r$,

$$\frac1{r_{12}}-\frac1r=\frac{r_1\cos\theta_{12}}{r^2}+\frac{r_1^2P_2(\cos\theta_{12})}{r^3}+\dots$$

The monopole has cancelled because the atom is neutral. The dipole term connects 2s to 2p. Since $\sqrt2\cdot2\sqrt6=4\sqrt3$, its radial factor is

$$\int_0^\infty\phi_s\,r\,\phi_p\,dr=\frac1{4\sqrt3}\int_0^\infty\Big(r^4-\frac{r^5}2\Big)e^{-r}dr=\frac{24-60}{4\sqrt3}=-3\sqrt3 .$$

The angular factor is $\sqrt3$ times the average of $\cos^2\theta_{12}$, which is $1/\sqrt3$. Hence

$$V_{sp}=-\frac3{r^2}.$$

Reversing the sign of $\phi_p$ would make this $+3/r^2$ without changing any energy.

The quadrupole term acts within the 2p channel. There $\langle r_1^2\rangle=720/24=30$, and the angular factor is

$$3\,\overline{\cos^2\theta\,P_2}=3\Big(\frac32\cdot\frac15-\frac12\cdot\frac13\Big)=\frac25 ,$$

so $V_{pp}\simeq12/r^3$. Relative to the dipole term it fades as $1/r$.

Integrating the full $1/r_{12}$ over the atomic functions shows where the tail begins: $r^2|V_{sp}|$ is 2.91 at $r=10$ bohr and 2.9999 near 20 bohr.

## The eigenvalue $1-\sqrt{37}$

Collect all terms of order $r^{-2}$ in the form $A/(2r^2)$. The coupling is doubled by this convention, and the p wave adds $l(l+1)=2$:

$$A=\begin{pmatrix}0&-6\\-6&2\end{pmatrix}.$$

The characteristic equation is $a(a-2)-36=0$, or $(a-1)^2=37$, so

$$a_\pm=1\pm\sqrt{37}.$$

The lower value is $a_-=-5.083$. It is the dimensionless coefficient in the potential $a_-/(2r^2)$, not an energy.

The first row of $A$ gives the eigenvector: $-6v_p=a_-v_s$, so $v_p=0.847\,v_s$. The weights are 0.582 for 2s and 0.418 for 2p. Both components have the same sign. For $r_1>2$, where $\phi_s$ is negative and $\phi_p$ positive, the two terms add when $\cos\theta_{12}<0$. The outer part of the atomic charge therefore leans away from the other electron, as an attractive arrangement requires.

**Comparison with the Stark effect.** Hold the outer electron fixed at distance $r$. Its field $1/r^2$ mixes 2s with the 2p orbital along the field, and the matrix element of the coordinate has magnitude 3. The lower Stark level shifts by $-3/r^2$, which corresponds to $a=-6$, with equal weights of 2s and 2p. A moving electron must pay for the p wave. Equal weights in $A$ give $-6+\tfrac12\cdot2=-5$, and adjusting the weights lowers this to $-5.083$.

**Decoupling.** The matrix $A$ does not depend on $r$, so neither do its eigenvectors. Writing $(u_s,u_p)$ as a sum of the two eigenvectors, each times its own radial function, separates the equations throughout the pure dipole tail.

## Solution in the tail

Let $f$ be the radial function belonging to $a$, and set $\varepsilon=-\kappa^2/2$. Then

$$f''=\Big(\kappa^2+\frac a{r^2}\Big)f.$$

Put $f=\sqrt r\,K(x)$ with $x=\kappa r$. Differentiating twice gives

$$f''=-\frac{K}{4r^{3/2}}+\frac{\kappa K'}{\sqrt r}+\sqrt r\,\kappa^2K''.$$

Multiplying the equation by $r^{3/2}$ turns it into

$$x^2K''+xK'-\big(x^2+a+\tfrac14\big)K=0,$$

the modified Bessel equation with squared order $a+\tfrac14$. The border lies at $a=-\tfrac14$.

For $a_+$ the order is real. This channel is repulsive and produces no series. For $a_-$ the squared order is negative, so the order is $i\alpha$ with

$$\alpha^2=-a_--\tfrac14=\sqrt{37}-\tfrac54,\qquad\alpha=2.1984 .$$

The decaying solution is $f=\sqrt r\,K_{i\alpha}(\kappa r)$. Its form at small $x$ follows from

$$K_{i\alpha}=\frac\pi2\,\frac{I_{-i\alpha}-I_{i\alpha}}{\sin(i\pi\alpha)},\qquad I_{\pm i\alpha}(x)\simeq\frac{(x/2)^{\pm i\alpha}}{\Gamma(1\pm i\alpha)} .$$

Let $\varphi=\arg\Gamma(1+i\alpha)$. The difference in the numerator is $-2i\sin[\alpha\ln(x/2)-\varphi]/|\Gamma(1+i\alpha)|$, and $\sin(i\pi\alpha)=i\sinh\pi\alpha$. Therefore

$$f\simeq-\frac{\pi\sqrt r}{|\Gamma(1+i\alpha)|\sinh\pi\alpha}\,\sin\Big[\alpha\ln\frac{\kappa r}2-\varphi\Big],$$

with corrections of relative order $x^2$. The wave oscillates in $\ln r$, and each factor $e^{\pi/\alpha}=4.17$ in distance adds one half-oscillation.

**How strong must the dipole be?** Replace the coupling 3 by a general $c$. Then $a_-=1-\sqrt{1+4c^2}$, and $a_-<-\tfrac14$ requires $1+4c^2>25/16$, or $c>3/8$. Hydrogen in $n=2$ exceeds this by a factor of eight. For large $c$ the result approaches $1-2c$: the fixed-charge value $-2c$ plus the average centrifugal coefficient 1 for equal weights.

## The ratio of energies

Choose a radius $r_0$ in the tail, and consider levels so shallow that $\kappa r_0\ll1$. Inside $r_0$ the energy $\varepsilon$ is negligible beside the potentials, so the inner region delivers a wave

$$f\propto\sqrt r\,\sin\Big[\alpha\ln\frac r{r_0}+\delta\Big]$$

whose phase $\delta$ tends to a constant at threshold. Exchange and all other short-range physics enter through $\delta$, which differs between singlet and triplet. The $r^{-3}$ and $r^{-4}$ terms beyond $r_0$ can be absorbed in it too. Since $f^2$ grows as $r$, an $r^{-3}$ term shifts the phase by an amount of order $\int r\cdot r^{-3}dr$, which converges at large $r$.

Matching to the decaying solution requires equal phases up to a multiple of $\pi$:

$$\alpha\ln\frac{\kappa_mr_0}2-\varphi=\delta-m\pi .$$

Solving for $\kappa_m$ and using $\varepsilon_m=-\kappa_m^2/2$ gives

$$\varepsilon_m=-\frac2{r_0^2}\exp\frac{2(\varphi+\delta-m\pi)}\alpha .$$

All unknown quantities cancel in the ratio of neighbours:

$$\frac{\varepsilon_m}{\varepsilon_{m+1}}\to e^{2\pi/\alpha}=e^{2.858}=17.43 .$$

The ratio applies to distances from threshold, not to total energies, and it is a limit for shallow levels. For other $L$ the set of channels and the matrix $A$ are different, and the ratio must be worked out again.

## Why the levels are resonances

At $E=-1/8$ the atom can drop to 1s, at energy $-1/2$, and the other electron leaves with kinetic energy $3/8$. The states below $n=2$ can therefore decay.

Requiring an outgoing wave in the 1s channel makes the inner boundary condition complex, so $\delta=\delta_r+i\delta_i$. This channel is open by a large energy, and $\delta$ still tends to a constant at threshold. The spacing $m\pi$ remains real. Write $\varepsilon_m=-D_m-i\Gamma_m/2$, with depth $D_m$ and width $\Gamma_m$. The formula for $\varepsilon_m$ then gives

$$\frac{\Gamma_m}{2D_m}=\tan\frac{2\delta_i}\alpha .$$

The right side does not depend on $m$, so depths and widths shrink by the same factor 17.43. Each width stays the same fraction of its depth, and the spacing to the next level is $1-1/17.43=0.94$ of that depth, so crowding toward threshold does not increase the overlap of neighbours. They are well separated if $\Gamma/D$ is small, as the calculation below finds.

## H⁻ computed without the dipole formula

The ion can be treated without assuming an $r^{-2}$ law. In this calculation one electron occupies 1s, 2s or 2p, and the other is expanded on a finite-element radial grid reaching 13,000 bohr. The full $1/r_{12}$ and exchange are kept. The radial coordinates are rotated into the complex plane, $r\to re^{i\theta}$. Outgoing waves then decay, and resonances appear as complex eigenvalues $E_2-D-i\Gamma/2$.

| State | $D$ (hartree) | $\Gamma$ (hartree) |
|---|---|---|
| singlet 1 | $2.318\times10^{-2}$ | $2.00\times10^{-3}$ |
| singlet 2 | $9.359\times10^{-4}$ | $8.81\times10^{-5}$ |
| singlet 3 | $5.324\times10^{-5}$ | $5.07\times10^{-6}$ |
| singlet 4 | $3.053\times10^{-6}$ | $2.91\times10^{-7}$ |
| triplet 1 | $1.950\times10^{-3}$ | $6.82\times10^{-7}$ |
| triplet 2 | $1.104\times10^{-4}$ | $4.10\times10^{-8}$ |
| triplet 3 | $6.331\times10^{-6}$ | $2.36\times10^{-9}$ |

The last singlet pair gives

$$\frac{5.324\times10^{-5}}{3.053\times10^{-6}}=17.44 .$$

The successive singlet depth ratios are 24.77, 17.58 and 17.44. They exceed the limit 17.43 by 42%, 0.9% and 0.05% of its value. The triplet ratios are 17.66 and 17.44. The last width ratios are 17.42 for the singlet and 17.38 for the triplet.

The length $1/\kappa=1/\sqrt{2D}$ shows why the first singlet ratio is far off. For the deepest singlet it is $1/\sqrt{0.0464}=4.6$ bohr, well inside the distance at which the dipole tail is established. For the next three it is 23, 97 and 405 bohr, and the last step is a factor of 4.2, as the length ratio requires.

The fraction $\Gamma/D$ settles near 0.095 in the singlet series and $3.7\times10^{-4}$ in the triplet series. The tail fixes the common ratio of each series, while the inner region fixes how readily its members decay. The triplets are narrow because the direct and exchange parts of their decay amplitude to the 1s channel have opposite signs and nearly cancel. Here each outer function is taken orthogonal to the atomic function it multiplies; adding a multiple of that atomic function would leave the triplet wavefunction unchanged but alter the two parts by opposite amounts. In the singlet the two parts add.

The lowest singlet lies 9.57 eV above the hydrogen ground state and has a width of 0.055 eV. These values belong to the three-state model. Higher atomic states, and with them the remaining correlation and polarization, are missing. They change $\delta$, and so the positions and widths, but not the limiting ratio. Enlarging the atomic basis with s, p, d and f pseudostates moves the lowest singlet to 9.557 eV (depth 2.6% larger) and narrows it to 0.047 eV (13% smaller). The second and third singlets and the first two triplets deepen by 7 to 9%. The singlet 2/3 ratio becomes 17.64 and the triplet 1/2 ratio 17.80. The digits in the table are therefore those of the model, not of the ion.

## A hard wall as a simple inner region

A wall at $r_0=10$ bohr, outside which the potential is purely $A/(2r^2)$, sets $\delta=0$. With $\varphi=0.2805$ and $m=1$,

$$\varepsilon_1=-\frac2{100}\exp\frac{2(0.2805-3.1416)}{2.1984}=-1.481\times10^{-3}\ \text{hartree}.$$

Diagonalizing the two-channel problem on a grid gives $-1.520\times10^{-3}$ hartree, so the formula is 2.6% too small in magnitude relative to the grid value. Here $\kappa r_0=0.55$ is not very small. For the second level the formula gives $-8.498\times10^{-5}$ and the grid $-8.511\times10^{-5}$ hartree, a difference of 0.15%. The error falls in proportion to $(\kappa r_0)^2$, as expected from the small-argument form of $K_{i\alpha}$.

## Where the series ends

The unending series rests on degeneracy. Suppose that the p level lies higher by $\Delta$. The dipole law holds while $3/r^2$ is much larger than $\Delta$, and it fades gradually as the two become comparable. Far outside $r=\sqrt{3/\Delta}$, the p equation at small $\varepsilon$ reduces to

$$\Delta\,u_p-\frac3{r^2}u_s\simeq0,\qquad u_p\simeq\frac{3u_s}{\Delta r^2}.$$

Inserting this in the s equation leaves the potential $-9/(\Delta r^4)$, a finite polarization tail. It is weaker than the borderline potential $-1/(8r^2)$, which corresponds to $a=-\tfrac14$, once $r^2>72/\Delta$. Beyond that radius the zero-energy wave can have at most one more node, so the number of levels is finite.

To leading order, relativity separates the $j=3/2$ and $j=1/2$ levels of $n=2$ by $\alpha_{\rm fs}^2/32=1.66\times10^{-6}$ hartree, where $\alpha_{\rm fs}$ is the fine-structure constant. Taking this as $\Delta$ gives $\sqrt{3/\Delta}=1343$ bohr and $\sqrt{72/\Delta}\approx6600$ bohr.

The hard-wall model shows the effect. With exact degeneracy, the zero-energy wave $\sqrt r\sin[\alpha\ln(r/r_0)]$ has one node for each level that fits in a box of radius $R$, so the count is the integer part of $(\alpha/\pi)\ln(R/r_0)$. For $R=81{,}920$ and $327{,}680$ bohr this quantity is 6.3 and 7.3, and diagonalization finds 6 and 7 levels. With the p level raised by $\Delta$, both boxes hold 4. The fourth level only just survives. Its depth drops from $2.8\times10^{-7}$ to about $4\times10^{-9}$ hartree, and its node, near 12,900 bohr, is the one extra node allowed beyond 6600 bohr.

The number 4 belongs to this model. In hydrogen the $2p_{1/2}$ level stays much closer to $2s_{1/2}$ than $\Delta$, so part of the dipole coupling survives to larger distances. The comparison of energies is nevertheless instructive: the fourth singlet depth, $3.05\times10^{-6}$ hartree, is less than twice the fine-structure splitting. A wall at 12.6 bohr puts two levels at the depths of the third and fourth singlets. Raising the whole p level by $\Delta$ then reduces these depths by 1.3% and 21%, and changes their ratio from 17.45 to 21.8. The model is crude, but it shows that in the real ion the nonrelativistic sequence can be trusted only up to about the third singlet. The ratio 17.43 describes a limit that fine structure prevents the ion from reaching.
